# Length-to-diameter ratio of a two-photon threshold voxel in a Gaussian focus

## Question

I am working on an exercise about two-photon lithography. A laser is focused into a resist, and the resist hardens wherever the two-photon dose exceeds a threshold. The focus is a paraxial Gaussian beam with waist $w$ and Rayleigh length $z_R$. I have to show that, just above threshold, the hardened voxel has a length-to-diameter ratio that tends to $\sqrt2\,z_R/w$.

My attempt was this. Two-photon absorption follows $I^2$, and squaring $e^{-2r^2/w^2}$ gives a Gaussian whose radius is $w/\sqrt2$ instead of $w$. The length is set by $z_R$, so the ratio is $z_R/(w/\sqrt2)=\sqrt2\,z_R/w$.

That is the required answer, but I don't trust it. The same argument would give $\sqrt3$ for three-photon absorption, and I never used the words "just above threshold". Where does the $\sqrt2$ really come from, and how good is the formula for a voxel of finite size?

## Answer

Your suspicion is justified. You squared the radial profile but left the axial profile alone. Squaring narrows both, and the two changes cancel in the ratio near threshold. The $\sqrt2$ is already present in the shape of the ordinary intensity.

### The intensity and its conventions

Let $w$ be the radius at which the intensity in the waist plane has fallen to $1/e^2$ of its peak. A different definition of $w$ would change the prefactor. The wavenumber in a resist of refractive index $n$ is $k=n\omega/c$, where $\omega$ is the angular frequency of the light and $c$ its speed in vacuum.

Build the focus from plane waves with transverse wavenumber $q$ and amplitude $e^{-q^2w^2/4}$. In the paraxial approximation $q\ll k$, so

$$k_z=\sqrt{k^2-q^2}\approx k-\frac{q^2}{2k}.$$

Apart from the common phase $e^{ikz}$, the field is

$$E(r,z)\propto\int d^2q\;e^{i\mathbf q\cdot\mathbf r}\,e^{-aq^2},\qquad a=\frac{w^2}{4}+\frac{iz}{2k}.$$

Completing the square gives $(\pi/a)\,e^{-r^2/4a}$. Now define

$$z_R=\frac{kw^2}{2}=\frac{n\omega w^2}{2c},$$

so that $a=(w^2/4)(1+iz/z_R)$. Normalised to one at the focus, the field is

$$E=\frac{1}{1+iz/z_R}\exp\!\left[-\frac{r^2}{w^2(1+iz/z_R)}\right].$$

With $s=1+z^2/z_R^2$, we have $|1+iz/z_R|^2=s$, and the real part of $1/(1+iz/z_R)$ is $1/s$. Taking the squared modulus doubles the real exponent:

$$I(r,z)=\frac{I_0}{s}\exp\!\left(-\frac{2r^2}{w^2s}\right).$$

### From a dose threshold to an intensity threshold

Assume that the pulse has the same time profile everywhere, apart from its arrival time, and that the resist responds to the local accumulated dose. The dose is then

$$D(r,z)=C\,I(r,z)^2,$$

where $C$ contains the absorption strength, the time integral of the squared pulse profile and the number of pulses. If hardening requires $D\ge D_{th}$, define $I_{th}=\sqrt{D_{th}/C}$. Since intensities are positive,

$$D\ge D_{th}\quad\Longleftrightarrow\quad I\ge I_{th}.$$

The voxel surface is therefore a surface of constant intensity. Let $p=I_0/I_{th}$. A voxel of finite size needs $p>1$, and the peak dose is then $p^2$ times the threshold dose. "Just above threshold" means $p\to1$ from above.

Set $I=I_0/p$ on the surface:

$$\frac1s\exp\!\left(-\frac{2r^2}{w^2s}\right)=\frac1p.$$

Multiplying by $s$ and taking the logarithm gives $-2r^2/(w^2s)=\ln(s/p)$, hence

$$r^2=\frac{w^2s}{2}\ln\frac ps .$$

This needs $r^2\ge0$, so $1\le s\le p$.

### Length, diameter and the limit

The ends of the voxel lie on the axis. There $r=0$, so $s=p$ and $z=\pm z_R\sqrt{p-1}$. The full length is

$$L=2z_R\sqrt{p-1}.$$

In the waist plane $s=1$, so $r^2=(w^2/2)\ln p$. The full diameter is

$$d=2w\sqrt{\frac{\ln p}{2}}=w\sqrt{2\ln p}.$$

Dividing, and using $2/\sqrt2=\sqrt2$,

$$\frac Ld=\sqrt2\,\frac{z_R}{w}\sqrt{\frac{p-1}{\ln p}}.$$

Put $p=1+\varepsilon$. Since $\ln(1+\varepsilon)=\varepsilon-\varepsilon^2/2+\dots$,

$$\frac{\varepsilon}{\ln(1+\varepsilon)}=\frac{1}{1-\varepsilon/2+\dots}=1+\frac\varepsilon2+\dots$$

The square root of this is $1+\varepsilon/4+\dots$, and therefore

$$\frac Ld=\sqrt2\,\frac{z_R}{w}\left[1+\frac{p-1}{4}+O\big((p-1)^2\big)\right]\longrightarrow\sqrt2\,\frac{z_R}{w}.$$

Both $L$ and $d$ vanish in this limit, while their ratio stays finite. The result describes a shape and sets no minimum printable size.

### Where the factor comes from

Close to the peak, expand the intensity to second order in $r$ and $z$:

$$\frac{I}{I_0}\approx1-\frac{2r^2}{w^2}-\frac{z^2}{z_R^2}.$$

The threshold is at $I/I_0=1/p\approx1-\varepsilon$, so the surface is the ellipsoid

$$\frac{2r^2}{w^2}+\frac{z^2}{z_R^2}=\varepsilon.$$

Its half-axes are $w\sqrt{\varepsilon/2}$ and $z_R\sqrt\varepsilon$. The $\sqrt2$ comes from the 2 in the radial term, which has no counterpart in the axial term.

For absorption of order $m$, the dose follows $I^m$:

$$\left(\frac{I}{I_0}\right)^m\approx1-m\left(\frac{2r^2}{w^2}+\frac{z^2}{z_R^2}\right).$$

The factor $m$ multiplies both curvatures and drops out of the ratio. One-, two- and three-photon voxels have the same limiting shape if the wavelength and waist are the same. Your argument included $m=2$ in the radial direction only, and this happened to reproduce the factor that you had left out.

The order does affect size. If the peak dose is $Q$ times the threshold dose, then $p=Q^{1/m}$ and $d=w\sqrt{2\ln Q/m}$. At fixed $Q$, a higher order gives a smaller voxel that is closer to the limiting shape.

### Far above threshold

I have used the diameter in the waist plane. To see whether this is the widest section, differentiate the contour:

$$\frac{d}{ds}\left[s\ln\frac ps\right]=\ln\frac ps-1.$$

For $p<e$ this is negative for every $s\ge1$, so the waist is widest. For $p>e$ the radius first grows away from the waist and peaks at $s=p/e$. There $\ln(p/s)=1$, so

$$r_{max}=w\sqrt{\frac{p}{2e}}.$$

The voxel has become a dumbbell. Dividing its length by its largest diameter gives

$$\frac{L}{2r_{max}}=\frac{z_R}{w}\sqrt{\frac{2e(p-1)}{p}},$$

which tends to $\sqrt{2e}\,z_R/w\approx2.33\,z_R/w$ for large $p$. By contrast, $L/d$ with the waist diameter keeps growing as $\sqrt{p/\ln p}$. Far from threshold, you must therefore say which diameter you mean.

### A numerical example

Take a vacuum wavelength $\lambda=780$ nm (photon energy 1.590 eV), $n=1.50$ and $w=600$ nm. Since $k=2\pi n/\lambda$,

$$z_R=\frac{\pi n w^2}{\lambda}=\frac{\pi(1.50)(600)^2}{780}\approx2175\ \text{nm}.$$

Thus $z_R/w=3.625$, and the limiting ratio is $\sqrt2\times3.625=5.13$.

Now let the peak intensity be 5 % above threshold, $p=1.05$. The peak dose is then $1.05^2=1.1025$ times the threshold dose, and

$$L=2(2175)\sqrt{0.05}\approx973\ \text{nm},\qquad d=600\sqrt{2\ln1.05}\approx187\ \text{nm}.$$

The ratio is 5.19, which is 1.2 % above the limit. The estimate $(p-1)/4$ gives 1.25 %. With the optics held fixed, the approach to the limit is:

| $p$ | $L$ (nm) | $d$ (nm) | $L/d$ |
|---:|---:|---:|---:|
| 1.001 | 138 | 27 | 5.128 |
| 1.01 | 435 | 85 | 5.139 |
| 1.05 | 973 | 187 | 5.190 |
| 1.20 | 1945 | 362 | 5.369 |
| 2.00 | 4350 | 706 | 6.157 |

The shape changes slowly while the size changes quickly. At twice the threshold intensity, the ratio is 20 % above its limit.

The photon order behaves as derived. At a fixed dose excess of 1.1025, with the same wavelength and waist, orders 1, 2 and 3 give diameters of 265, 187 and 153 nm. Their length-to-diameter ratios are 5.25, 5.19 and 5.17, closer to the common limit of 5.13 as the order rises.

For $p=5$, the radius is 538 nm at the waist but reaches 575 nm at a distance of 1993 nm from it. This is the dumbbell predicted above. The peak dose is then 25 times the threshold dose, and a real resist may be damaged before it reaches that level.

### How good is the paraxial approximation here?

The plane-wave picture also gives the limiting ratio for a scalar focus that is not paraxial. Let angle brackets denote averages weighted by the field amplitude, with total weight one. On the axis, to second order in $z$,

$$\left|\langle e^{ik_zz}\rangle\right|^2\approx\left(1-\tfrac12\langle k_z^2\rangle z^2\right)^2+\langle k_z\rangle^2z^2\approx1-\mathrm{Var}(k_z)\,z^2.$$

In the focal plane, averaging $e^{i\mathbf q\cdot\mathbf r}$ over directions gives $1-q^2r^2/4$ to second order. The intensity is therefore $1-\langle q^2\rangle r^2/2$. Comparing the two curvatures,

$$\frac Ld\to\sqrt{\frac{\langle q^2\rangle}{2\,\mathrm{Var}(k_z)}}.$$

For the Gaussian spectrum, let $u=q^2$. Because $d^2q\propto du$, the weight is $e^{-u/m_u}$ with $m_u=4/w^2$, and $\langle u^j\rangle=j!\,m_u^j$. Paraxially, $\mathrm{Var}(k_z)=m_u^2/4k^2=1/z_R^2$ and $\langle q^2\rangle/2=2/w^2$, which returns $\sqrt2\,z_R/w$.

The next term in the axial wavenumber is $-u^2/8k^3$. To leading order it adds

$$2\,\mathrm{Cov}\!\left(\frac{u}{2k},\frac{u^2}{8k^3}\right)=\frac{6m_u^3-2m_u^3}{8k^4}=\frac{m_u^3}{2k^4}$$

to the variance. Relative to $m_u^2/4k^2$, this is $2m_u/k^2=8/(kw)^2=2w^2/z_R^2$, where I used $kw=2z_R/w$. The ratio contains the inverse square root of the variance, so to this order

$$\frac Ld\to\sqrt2\,\frac{z_R}{w}\left(1-\frac{w^2}{z_R^2}\right).$$

The paraxial result thus requires $(w/z_R)^2\ll1$. Here the leading correction is $-1/3.625^2=-7.6$ %. Using the full square root for $k_z$ with the same Gaussian amplitude gives $-8.7$ %. Cutting the spectrum at an objective aperture of 1.40 changes this to $-8.6$ %, and the limiting ratio becomes 4.68 instead of 5.13. For this example, the nonparaxial error is larger than the error from being 5 % above threshold.

There is also a polarisation effect. The field of each plane wave is perpendicular to its direction of travel, so light polarised in the $xz$ plane has $E_z=-k_xE_x/k_z$. Expanding $e^{ik_xx}$ to first order and averaging gives $E_z\approx-ix\langle k_x^2/k_z\rangle$. Paraxially, $\langle k_x^2\rangle/k=\langle q^2\rangle/2k=2/(kw^2)=1/z_R$, so $|E_z|^2\approx x^2/z_R^2$. If the resist responds to the total $|E|^2$, the curvature along $x$ falls from $2/w^2$ to $2/w^2-1/z_R^2$, and the voxel widens along the polarisation. With the nonparaxial spectrum, and with $E_y=0$ in every plane wave, the widening is 2.4 %. The number depends on how the lens sets the polarisation. If it rotates the field of each ray along with the ray's direction, with the same Gaussian weights, the width along $x$ exceeds that along $y$ by about 4 %.

### Comparison with real two-photon printing

The example resembles two-photon polymerisation of an acrylate resist with a femtosecond laser near 780 nm; its parameters are rough. The 600 nm waist is wide for an oil-immersion objective of aperture 1.40, and it means that the beam underfills the pupil. If the pupil is filled, the focus is tighter and the paraxial formula should not be relied on. Of the neglected effects whose influence on the near-threshold ratio is estimated here, the paraxial assumption matters most, at about 9 % for a scalar field. With the polarisation effect included and the same Gaussian weights, the ratio lies roughly 6 % to 11 % below the paraxial limit, depending on whether the diameter is taken across or along the polarisation and on how the lens sets the polarisation. Chemical species can also spread before they react. If this is modelled as an isotropic Gaussian blur of the dose with an assumed rms of 50 nm per axis, the ratio just above threshold changes by $-1.2$ %. The blur also lowers the peak dose. In the waist plane the dose $e^{-4r^2/w^2}$ has a variance of $w^2/8=45000$ nm² per axis, and the blur adds $50^2=2500$ nm². The radial part of the blur therefore multiplies the peak by $45000/47500\approx0.95$. This loss of about 5 % exceeds the dose excesses of 0.2 % and 2 % in the first two rows of the table, so with such a blur and unchanged laser power nothing would harden there. Those rows illustrate the mathematical limit only. The worked example with $p=1.05$ would still harden, but its length and diameter would both shrink by about a third. Shrinkage during development, heating and more detailed polymerisation kinetics are not included.

Close to threshold, laser stability matters far more for size than for shape. Differentiating the logarithms of $d\propto\sqrt{\ln p}$ and $L\propto\sqrt{p-1}$ gives, for small changes,

$$\frac{\delta d}{d}=\frac{\delta p}{2p\ln p},\qquad\frac{\delta L}{L}=\frac{\delta p}{2(p-1)}.$$

Both denominators vanish at threshold, so the size becomes very sensitive there. At $p=1.05$, raising the power by 1 % means $\delta p=0.0105$, and the formulas predict increases of about 10 % in both dimensions. The full expressions give 9.7 % for the diameter and 10.0 % for the length, while the ratio rises by 0.25 %.

The same sensitivity amplifies small optical faults. Suppose that the immersion oil has index 1.518 and the focus lies 50 µm deep in the resist of index 1.50. After refocusing, the remaining spherical aberration lowers the peak intensity by about 0.2 %. For the example with $p=1.05$ and at fixed laser power, the formulas above turn this loss into a reduction of about 2 % in both length and diameter. This estimate covers the lower peak only. The aberration also stretches the focus along the axis, which nearly cancels the loss of length: with both effects included, the diameter falls by about 1.8 % but the length by only about 0.2 %. More digits for the main results are in the numerical output below.

## Numbers as computed

```
Vacuum wavelength: 780 nm
Photon energy: 1.590 eV
Resist index: 1.50
Waist radius w: 600 nm
Gaussian numerical aperture 2/(k0 w): 0.414
Rayleigh length zR: 2174.9 nm
zR/w: 3.6249
Limit sqrt(2) zR/w: 5.1264
Example intensity excess p: 1.050
Example dose excess p^2: 1.1025
Voxel length L: 972.7 nm
Voxel diameter d: 187.4 nm
Voxel ratio L/d: 5.1896
Ratio above limit: 1.23 %
Approach to limit: p, L (nm), d (nm), L/d, above limit (%)
  1.001    137.6    26.8 5.1277 0.025
  1.010    435.0    84.6 5.1392 0.249
  1.050    972.7   187.4 5.1896 1.232
  1.200   1945.3   362.3 5.3692 4.736
  1.500   3075.8   540.3 5.6927 11.047
  2.000   4349.9   706.4 6.1574 20.112
Dose excess 1.1025: photon order, L (nm), d (nm), L/d
  1   1392.6   265.1 5.2540
  2    972.7   187.4 5.1896
  3    790.9   153.0 5.1684
Dumbbell case p: 5.0
  radius at waist: 538.2 nm
  largest radius: 575.4 nm
  distance from waist: 1993 nm
Neglected effects on the near-threshold ratio
  pupil numerical aperture: 1.40
  pupil cut alone: 0.06 %
  nonparaxial, no pupil cut: -8.75 %
  nonparaxial with pupil: -8.64 %
  nonparaxial ratio with pupil: 4.6832
  widening along polarisation: 2.36 %
  assumed blur, rms per axis: 50 nm
  blur changes ratio by: -1.21 %
Immersion oil index: 1.518
Assumed depth in resist: 50 um
  residual phase error, rms: 0.0512 rad
  loss of peak intensity: 0.194 %
Laser power raised by: 1.0 %
  length changes by: 10.00 %
  diameter changes by: 9.72 %
  ratio changes by: 0.25 %
```
